# Linear longitudinal and parabolic transverse exciton branches in a freestanding monolayer, part 2

How does the energy of a monolayer's bright exciton doublet, with in-plane dipole, depend on its in-plane momentum $\mathbf Q$? Branches are longitudinal ($L$, dipole along $\mathbf Q$) or transverse ($T$). Rydberg atomic units are used: $\hbar=1$, $2m=1$, $e^2=2$, with $m$ the free-electron mass; $M$ is the exciton mass in units of $m$.

The classical counterpart is a sheet in vacuum with dipole moment per area $\mathbf P$ and field $\mathbf E$ in the sheet:

$$\ddot{\mathbf P}+\omega_0^2\mathbf P=S\,\mathbf E,\qquad \omega_L^2=\omega_0^2+2\pi SQ .$$

Here $\omega_0$ is the frequency without mutual interaction and $S$ a strength. The bound charge per area $\sigma$ gives the potential $\phi=2\pi\sigma/Q$ in the sheet.

In the exciton, electron and hole attract through a screened interaction $W$. The long-range exchange between pair states of momenta $\mathbf k$, $\mathbf k'$ is

$$K_{\mathbf k\mathbf k'}=\frac{v(Q)}{\Omega}\,g_{\mathbf k}g^*_{\mathbf k'},\qquad g_{\mathbf k}=\langle u_{c,\mathbf k+\mathbf Q/2}|u_{v,\mathbf k-\mathbf Q/2}\rangle ,$$

with $\Omega$ the layer area, $u_c$, $u_v$ the periodic Bloch functions of the conduction and valence bands, and $v(Q)=2\pi e^2/Q$. Between heights $z$ and $z'$ the interaction carries the further factor $e^{-Q|z-z'|}$. For small $Q$, $g_{\mathbf k}=\mathbf Q\cdot\mathbf d_{\mathbf k}+O(Q^2)$, where

$$\mathbf d_{\mathbf k}=\frac{\langle u_c|\nabla h|u_v\rangle}{E_c-E_v}$$

is the interband vector, $h$ the band Hamiltonian and $E_c$, $E_v$ its energies. Exciton $s$, with normalized amplitudes $C^s_{\mathbf k}$, has the dimensionless dipole

$$\mathbf p_s=\frac1{\sqrt\Omega}\sum_{\mathbf k}C^{s*}_{\mathbf k}\mathbf d_{\mathbf k},$$

and $p^2=\sum_s|\hat{\mathbf Q}\cdot\mathbf p_s|^2$ over the doublet. With instantaneous Coulomb interaction,

$$E_L=E_0+AQ+O(Q^2),\qquad E_T=E_0+\frac{Q^2}{M}+O(Q^3),$$

with $A=2\pi e^2p^2$.

The closing table also lists two earlier checks. For dipoles $\mu$ on a triangular lattice of unit spacing, the expected longitudinal slope is $2\pi/(\sqrt3/2)=7.2552$ in units of $\mu^2$. A symmetry count of the analytic terms in the doublet Hamiltonian finds one linear symmetric term, odd in $\mathbf Q$ and forbidden by time reversal, no linear antisymmetric term, and two quadratic terms.

## Screening, retardation and a worked example

The exciton momentum is $\mathbf Q$, and the doublet has energy $E_0$ at $Q=0$ and transition strength $p^2$ for one in-plane direction. Long-range exchange raises the longitudinal branch by $AQ$ with $A=2\pi e^2p^2$. The transverse branch is $E_0+Q^2/M$. Units are Rydberg atomic units with $\hbar=1$, and the interaction has so far been instantaneous. What remains is to find how small $Q$ must be, and whether it can be too small.

The exchange couples the exciton to all other bright excitons $n$ of the layer, with energies $E_n$ and strengths $A_n$ defined like $A$. The label $n=0$ is the exciton of interest, so $A_0=A$. For longitudinal polarization the coupling between $n$ and $m$ is $Q\sqrt{A_nA_m}$. Let $x_n$ be the amplitude for creating exciton $n$ and $y_n$ the antiresonant amplitude, which describes its removal from a correlated ground state. They obey

$$(E_n-\omega)x_n+Q\sqrt{A_n}\,D=0,\qquad (E_n+\omega)y_n+Q\sqrt{A_n}\,D=0,$$

with $D=\sum_m\sqrt{A_m}(x_m+y_m)$. Solve for $x_n$ and $y_n$, multiply by $\sqrt{A_n}$, add and sum over $n$. The common factor $D$ drops out and leaves

$$1+Q\,a(\omega)=0,\qquad a(\omega)=\sum_n\frac{2A_nE_n}{E_n^2-\omega^2}.$$

This is the condition for a free longitudinal oscillation of the classical sheet, and $a=2\pi\alpha$, where $\alpha$ is the polarizability per area. For one exciton it reads $\omega^2=E_0^2+2AE_0Q$, which identifies the strength of the classical oscillator as $S=AE_0/\pi$.

Separate the term $n=0$ and call the rest $r_b$, a length. Then $1+Qr_b=2AE_0Q/(\omega^2-E_0^2)$. With $\omega=E_0+\delta$ the denominator is $2E_0\delta(1+\delta/2E_0)$, so

$$\delta\Big(1+\frac{\delta}{2E_0}\Big)=\frac{AQ}{1+r_bQ},\qquad \delta=AQ-\Big(Ar_b+\frac{A^2}{2E_0}\Big)Q^2+O(Q^3).$$

The other transitions screen the exchange, but they leave the slope untouched, since the field lines of a long wave run mostly through vacuum. The linear law requires $r_bQ\ll1$. The energy dependence of $r_b$ first enters at order $Q^3$.

A finite thickness $d$ acts in the same order. If the transition density is uniform across the layer, the factor $e^{-Q|z-z'|}$ averages to $1-Q\langle|z-z'|\rangle$, with

$$\langle|z-z'|\rangle=\frac{2}{d^2}\int_0^d s\,(d-s)\,ds=\frac{2}{d^2}\Big(\frac{d^3}{2}-\frac{d^3}{3}\Big)=\frac d3 .$$

The Coulomb force is not instantaneous, and this sets a lower limit on $Q$. Let $k=\omega/c$ be the photon momentum at the exciton energy. For a polarization $\mathbf P$ in vacuum, Maxwell's equations in Fourier space are

$$-\mathbf q(\mathbf q\cdot\mathbf E)+q^2\mathbf E-k^2\mathbf E=4\pi k^2\mathbf P .$$

The scalar product with $\mathbf q$ gives $\mathbf q\cdot\mathbf E=-4\pi\mathbf q\cdot\mathbf P$. Inserting this back yields

$$\mathbf E=4\pi\,\frac{k^2\mathbf P-\mathbf q(\mathbf q\cdot\mathbf P)}{q^2-k^2}.$$

For a thin sheet, $\mathbf q=(\mathbf Q,q_z)$, and the field at $z=0$ follows by integrating over $q_z/2\pi$. The denominator is $\kappa^2+q_z^2$ with $\kappa^2=Q^2-k^2$, and its inverse integrates to $1/2\kappa$. The in-plane fields are

$$E_L=-2\pi\kappa P_L,\qquad E_T=+\frac{2\pi k^2}{\kappa}P_T .$$

For $k\to0$ they return to $-2\pi QP_L$ and zero. With $P=\alpha E$ the two branches satisfy

$$1+\kappa a=0\ \ (L),\qquad 1-\frac{k^2}{\kappa}a=0\ \ (T).$$

The longitudinal condition is the former one with $Q$ replaced by $\kappa$, so that near the resonance the shift is $A\kappa/(1+r_b\kappa)$. For the transverse branch, write $a\simeq r_b-A/\delta$, valid for $|\delta|\ll E_0$. This gives $A/\delta=r_b-\kappa/k^2$, and because $r_bk^2/\kappa$ is small outside the immediate neighbourhood of $Q=k$,

$$\delta_T\simeq-\frac{Ak^2}{\kappa}\simeq-\frac{Ak^2}{Q}\qquad(Q\gg k).$$

The transverse exciton carries no charge, but it is an oscillating current, and its magnetic coupling lowers the energy. This shift grows toward small $Q$, where the kinetic energy disappears. The two are equal in size at

$$\frac{Ak^2}{Q_*}=\frac{Q_*^2}{M},\qquad Q_*=(Ak^2M)^{1/3}.$$

The transverse branch approaches its parabola for $Q$ well above $Q_*$. Between $k$ and $Q_*$ its energy lies under $E_0$.

For $Q<k$ the exciton radiates. The outgoing wave $e^{-\kappa|z|}$ requires $\kappa=-i\sqrt{k^2-Q^2}$. At $Q=0$ and with $r_bk$ neglected, the longitudinal shift is $A\kappa=-iAk$, and the transverse one is $-Ak^2/(-ik)=-iAk$. The two agree, as they must when $\mathbf Q$ no longer selects a direction. The amplitude decays as $e^{-Akt}$ and the population as $e^{-2Akt}$, so the radiative full width is $2Ak$. The constant that sets the slope outside the light cone also sets the radiative width inside it.

The worked example is a two-valley Dirac model with round parameters. In valley $\tau=\pm1$,

$$h=\gamma(\tau k_x\sigma_x+k_y\sigma_y)+\frac{\Delta}{2}\sigma_z,\qquad \Delta=2.20\ \text{eV},\quad\gamma=0.35\ \text{eV nm}.$$

At $k=0$ the interband vector is $\mathbf d=(\gamma/\Delta)(\tau,-i)$, which is circular, with the length $\gamma/\Delta=0.16$ nm per component. The attraction uses $W(q)=2\pi e^2/[q(1+r_0q)]$ with $r_0=4.0$ nm, multiplied by the overlaps of the Bloch functions. The pair momenta form a square grid of step 0.25 nm$^{-1}$ inside a disc of radius 3.0 nm$^{-1}$, and the singular point $q=0$ is replaced by an average over a disc with the area of one grid cell. In laboratory units $e^2=1.440$ eV nm, and the kinetic energy is $0.0381\,Q^2/M$ in eV, with $Q$ in nm$^{-1}$.

The lowest exciton lies at $E_0=1.62$ eV, bound by 0.58 eV. Its strength is $p^2=0.0144$, and

$$A=2\pi\times1.440\times0.0144\ \text{eV nm}=0.130\ \text{eV nm}=0.181\ \text{Ry bohr}.$$

Refining the grid step to 0.20 nm$^{-1}$ at the same cutoff changes $A$ to 0.131 eV nm. Raising the cutoff at the original step has a larger effect: $A$ is 0.154 eV nm at 4.0 nm$^{-1}$ and 0.170 eV nm at 6.0 nm$^{-1}$, increases of 18 and 31 percent. The rise slows but has not ended there: $A$ reaches 0.177 eV nm at 10 nm$^{-1}$ and levels off at 0.179 eV nm beyond 20 nm$^{-1}$, about 38 percent above the value used here. Such momenta lie outside the range where a Dirac model describes a real band, so the cutoff is a parameter of this model, and every quantity proportional to $A$ carries this uncertainty. The energy and the mass depend on it much less. Halving the grid step or doubling the cutoff lowers $E_0$ by about 0.01 eV in each case, and doubling the cutoff raises the exciton mass found below by about 2 percent. The last digit of $E_0$ is not converged in the grid step: in the limit of zero step at the cutoff 3.0 nm$^{-1}$, $E_0$ is 1.60 eV, 0.017 eV below the value on this grid, while $A$ stays at 0.131 eV nm. Without a cutoff $E_0$ tends to 1.59 eV. The numbers below belong to the cutoff 3.0 nm$^{-1}$.

The slope can be compared with a calculation that makes no expansion in $Q$. The full two-valley matrix, including the bare exchange $K_{\mathbf k\mathbf k'}$, was diagonalized at $Q=0.02$, $0.04$ and $0.08$ nm$^{-1}$. The longitudinal branch lies above the transverse one by 2.591, 5.167 and 10.268 meV. Extrapolated to small $Q$, the slope is 0.130 eV nm, in agreement with the value from the dipoles at $Q=0$. The small downward bend corresponds to a screening length of 0.153 nm. The other excitons of the two-band model, without antiresonant terms, predict $\sum_{n\ne0}A_n/(E_n-E_0)=0.153$ nm.

The transverse energies at the same momenta are 0.0100, 0.0398 and 0.1593 meV above $E_0$. Doubling $Q$ from 0.04 to 0.08 nm$^{-1}$ multiplies the energy by 4.00. The mass from this curvature is $M=1.53$, somewhat above twice the band-edge mass, $2\times0.0381\,\Delta/\gamma^2=1.37$. I have not separated the causes of the difference.

A two-band model lacks most of the transitions that screen a real layer. For the comparison of branches I therefore take the background from the full static length $r_0$. The exciton's own share of it is $2A/E_0=0.16$ nm, which leaves $r_b=3.84$ nm. This is a static value. At the exciton energy the background is larger, because each term with $E_n>E_0$ has the smaller denominator $E_n^2-E_0^2$. If all background transitions lay at one energy $E_b$, the length would grow by the factor $1/(1-E_0^2/E_b^2)$, to 4.3 nm for $E_b=5$ eV and 5.4 nm for $E_b=3$ eV. The longitudinal exchange shift at $Q=0.05$ nm$^{-1}$ would then be about 2 or 6 percent smaller than the one found below with the static value. The other two lengths in the quadratic term are much shorter: $d/3=0.20$ nm for a thickness of 0.6 nm, and $A/2E_0=0.04$ nm. The photon momentum is $k=0.0082$ nm$^{-1}$, and $1/r_b=0.26$ nm$^{-1}$. The linear law is confined between these two momenta.

With retardation and background screening included, the numerical roots of the two sheet conditions, measured from $E_0$ and including the kinetic energy, are as follows.

| $Q$ (nm$^{-1}$) | $AQ$ (meV) | $L$ (meV) | $Q^2/M$ (meV) | $T$ (meV) |
|---|---|---|---|---|
| 0.02 | 2.60 | 2.22 | 0.010 | −0.478 |
| 0.05 | 6.50 | 5.44 | 0.062 | −0.117 |
| 0.10 | 13.00 | 9.59 | 0.249 | 0.161 |

At $Q=0.05$ nm$^{-1}$ the exchange shift of the longitudinal branch is $5.44-0.06=5.38$ meV, 17 percent below the linear law. At 0.02 nm$^{-1}$ it is 15 percent below, and at 0.10 nm$^{-1}$ it is 28 percent below. The best momentum can be estimated. For small corrections the shift divided by $AQ$ is $1-r_bQ-k^2/2Q^2$, where the last term comes from expanding $\kappa$. The sum of the two corrections is smallest when $r_b=k^2/Q^3$, that is, at $Q=(k^2/r_b)^{1/3}=0.026$ nm$^{-1}$. Inserting this momentum in $A\kappa/(1+r_b\kappa)$ gives a shift 13 percent below $AQ$. In this example the linear term is the leading one over a range of momenta, but nowhere does it hold to better than about a tenth.

The transverse branch is altered more. At 0.02 and 0.05 nm$^{-1}$ it lies below $E_0$, where the parabola would place it above. The crossover estimate is

$$Q_*=\Big(\frac{0.130\times0.00821^2\times1.53}{0.0381}\Big)^{1/3}\text{nm}^{-1}=0.071\ \text{nm}^{-1},$$

and the numerical root of $E_T=E_0$ is also 0.071 nm$^{-1}$. Even at 0.10 nm$^{-1}$ the retardation shift, $0.161-0.249=-0.088$ meV, is 35 percent of the kinetic energy. Since the ratio falls as $(Q_*/Q)^3$, it reaches a tenth near 0.15 nm$^{-1}$, where $r_bQ$ is already about 0.6. The momenta at which the parabola is accurate are therefore too large for an accurate linear law. The contrast between the branches survives all the same: at 0.05 nm$^{-1}$ the longitudinal shift is 5.4 meV, and the transverse energy differs from $E_0$ by about 0.1 meV.

The slope corresponds to the group velocity $A/\hbar=2.0\times10^5$ m/s. Screening lowers it, since the derivative of $AQ/(1+r_bQ)$ is $A/(1+r_bQ)^2$. At 0.05 nm$^{-1}$ the divisor is $1.19^2=1.42$. The radiative full width at $Q=0$ is $2\times0.130\times0.00821$ eV, or 2.1 meV. The same width follows from the reflected wave. An incident field $E_i$ produces $P=\alpha(E_i+2\pi ikP)$, hence the reflection amplitude $ika/(1-ika)$. Its square falls to one half at $ka=\pm1$, which for the exciton alone means $\omega\simeq E_0\mp Ak$. The numerical full width at half maximum of the reflectance is 2.1 meV.

The parameters lie in the rough range of monolayer transition-metal dichalcogenides, whose bright excitons lie at roughly 1.6 to 2 eV for the sulfides and selenides of molybdenum and tungsten. The mass $M=1.5$ is on the heavy side, since values near one are more typical; at fixed $A$ and $k$ a mass of one would lower $Q_*$ by the factor $(1/1.53)^{1/3}=0.87$. The layer was also assumed to be freestanding. Between thick media with dielectric constants $\varepsilon_1$ and $\varepsilon_2$, Gauss's law becomes $(\varepsilon_1+\varepsilon_2)Q\phi=4\pi\sigma$, and at fixed $p$ the slope is divided by $(\varepsilon_1+\varepsilon_2)/2$. With a rough value of 4 on both sides, $A$ falls from 0.130 to about 0.03 eV nm. The exciton itself also changes in such surroundings, and this estimate leaves that out.

Temperature matters as well. Setting $k_BT$ equal to the kinetic energy gives a momentum of 0.12 nm$^{-1}$ at 4 K and 1.0 nm$^{-1}$ at 300 K. In the first case $r_bQ$ is 0.45, and in the second it is 3.9. A thermal population on the parabola thus reaches momenta where the linear law is already poor at 4 K, and at room temperature it lies mostly far beyond the range of that law. The model also omits short-range exchange, dark states, phonons, disorder and trigonal warping. Disorder and phonons broaden the branches, and a splitting of a few meV can be resolved when the broadening is smaller than that. The main values behind this example are collected in the numerical output below; the values for cutoffs of 6.0 nm$^{-1}$ and above, for the halved grid step and for the limit of zero step are not listed there.

## Table of computed values

```
gap 2.20 eV; velocity parameter 0.35 eV nm
screening length r0 4.0 nm; thickness 0.6 nm
grid step 0.25 1/nm; cutoff 3.0 1/nm
e^2 = 1.43996 eV nm; hbar^2/2m = 0.038100 eV nm^2
exciton energy E0 1.6207 eV; binding energy 0.5793 eV
dipole strength p^2 0.01437 (dimensionless)
slope A 0.1300 eV nm = 0.1805 Ry bohr
slope from full diagonalization 0.1300 eV nm
A with cutoff 4.0 1/nm: 0.1536 eV nm
A with grid step 0.20 1/nm: 0.1313 eV nm
two-band screening length: formula 0.1529 nm, diagonalization 0.1529 nm
exciton mass M 1.531 m_e; twice band-edge mass 1.368 m_e
T energy ratio on doubling Q: 3.9999
diagonalized Q 0.02 1/nm: L-T 2.5914 meV, T-E0 0.0100 meV
diagonalized Q 0.04 1/nm: L-T 5.1668 meV, T-E0 0.0398 meV
diagonalized Q 0.08 1/nm: L-T 10.2682 meV, T-E0 0.1593 meV
lattice slopes (dipole energy units): L 7.2552, T 0.00003, formula 7.2552
analytic terms: linear symmetric 1 (odd in Q), linear antisymmetric 0, quadratic 2
own share of r0 0.160 nm; background r_b 3.840 nm
thickness correction length 0.1997 nm
antiresonant correction length A/(2 E0) 0.0401 nm
window: photon momentum 0.00821 1/nm, 1/r_b 0.2604 1/nm
Q 0.02 1/nm: A*Q 2.599, screened 2.414, kinetic 0.0100 meV
   retarded total: L 2.223, T -0.4775 meV
Q 0.05 1/nm: A*Q 6.499, screened 5.452, kinetic 0.0622 meV
   retarded total: L 5.443, T -0.1165 meV
Q 0.10 1/nm: A*Q 12.997, screened 9.391, kinetic 0.2488 meV
   retarded total: L 9.590, T 0.1606 meV
T crossover momentum: formula 0.0706, root 0.0709 1/nm
L group velocity A/hbar 1.975e+05 m/s
radiative full width at Q=0: formula 2.135 meV, reflectance 2.135 meV
thermal momentum at 4 K: 0.1177 1/nm
thermal momentum at 300 K: 1.0193 1/nm
```
